# Second-order splitting of p³ terms and fits from nitrogen to bismuth

## Problem

Three equivalent p electrons outside closed shells share one radial function $R(r)$. Within the configuration p³ their Hamiltonian is

$$H=\sum_{i<j}\frac{1}{r_{ij}}+\zeta\sum_i \mathbf l_i\cdot\mathbf s_i ,\qquad \zeta>0,$$

apart from a constant. The repulsion enters through the Slater integrals $F^0$ and $F^2$. Write $F_0=F^0$ and $F_2=F^2/25$, and measure energies from $3F_0$.

(a) Estimate by scaling how the fine-structure splittings of ²D and ²P depend on $\zeta$ and $F_2$ when $\zeta\ll F_2$.

(b) Find the energy matrices for each $J$, the leading splittings, and the opposite limit $\zeta\gg F_2$.

(c) Fit $F_2$ and $\zeta$ to these levels, in cm⁻¹ above ⁴S$_{3/2}$:

| | ²D$_{3/2}$ | ²D$_{5/2}$ | ²P$_{1/2}$ | ²P$_{3/2}$ |
|---|---|---|---|---|
| N | 22636.92 | 22639.02 | 37727.52 | 37732.93 |
| P | 15124.24 | 15139.64 | 25212.65 | 25245.22 |
| As | 14241.49 | 14497.23 | 24025.41 | 24439.66 |
| Sb | 12132.17 | 13295.69 | 21707.55 | 23528.34 |
| Bi | 12537.09 | 17316.63 | 25144.59 | 36342.34 |

These are computed levels, not measured ones. The orbitals come from average-of-configuration Dirac-Hartree-Fock calculations with the Dirac-Coulomb Hamiltonian and a Gaussian nuclear charge. The Hamiltonian was then diagonalized within p³, with separate radial functions for p$_{1/2}$ and p$_{3/2}$. The Breit interaction, QED, correlation beyond p³ and relaxation of the orbitals from level to level are left out. The decimals serve to resolve small splittings and do not measure the accuracy for real atoms. With a denser basis and a finer radial grid the levels move by at most 0.01 cm⁻¹ for N, P and As, 0.06 cm⁻¹ for Sb and 0.6 cm⁻¹ for Bi.

## First estimate by scaling

The first question is whether a splitting linear in $\zeta$ exists. For one electron,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right],$$

which is $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$. With $F_2=0$ the p³ levels are therefore:

- p$_{1/2}^2$p$_{3/2}$: energy $-2\zeta+\tfrac12\zeta=-\tfrac32\zeta$, with $J=\tfrac32$.
- p$_{1/2}$p$_{3/2}^2$: energy $-\zeta+\zeta=0$. The Pauli principle allows the p$_{3/2}$ pair the values 0 and 2, so $J=\tfrac12,\tfrac32,\tfrac52$.
- p$_{3/2}^3$: energy $+\tfrac32\zeta$. This is one hole in a full p$_{3/2}$ shell, so $J=\tfrac32$.

In LS coupling the terms are ⁴S, ²D and ²P (counted below). They too contain $J=\tfrac52$ once, in ²D, and $J=\tfrac12$ once, in ²P. These two states are fixed by $J$ alone, and the list gives both of them zero spin-orbit energy.

Inside a single LS term the spin-orbit operator acts as $A\,\mathbf L\cdot\mathbf S$, because it is a scalar product of an orbital vector and a spin vector. For ²D$_{5/2}$, $\mathbf L\cdot\mathbf S=\tfrac12(\tfrac{35}{4}-6-\tfrac34)=1$. For ²P$_{1/2}$ it is $\tfrac12(\tfrac34-2-\tfrac34)=-1$. Zero energy in these states forces $A=0$ in both terms, and the diagonal elements of ²D$_{3/2}$ and ²P$_{3/2}$ vanish too. The linear splitting is absent.

What remains is coupling of order $\zeta$ between terms separated by some multiple $g$ of $F_2$. Second-order perturbation theory then gives

$$\Delta E\sim\frac{\zeta^2}{gF_2}.$$

For the round values $F_2=1000$ cm⁻¹ and $\zeta=500$ cm⁻¹ this is $250/g$ cm⁻¹. With $g$ between 1 and 10 the estimate is 25 to 250 cm⁻¹. Scaling gives neither $g$ nor the sign.

## Exact solution

### Coulomb energies

Use real orbitals $p_a=\sqrt{3/4\pi}\,n_a$, where $\mathbf n$ is the unit direction vector and $a=x,y,z$. The product of two p functions contains multipoles 0 and 2 only. The quadrupole part of the repulsion has the angular factor

$$P_2(\mathbf n\cdot\mathbf n')=\tfrac32\sum_{ij}Q_{ij}Q'_{ij},\qquad Q_{ij}=n_in_j-\tfrac13\delta_{ij}.$$

The spherical average $\langle n_an_bn_in_j\rangle=(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})/15$ gives

$$\langle a|Q_{ij}|b\rangle=\tfrac15(\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})-\tfrac{2}{15}\delta_{ab}\delta_{ij}.$$

Multiply two such elements and sum over $i,j$. The first parts give $\tfrac2{25}(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})$. The two cross terms give $-\tfrac8{75}\delta_{ab}\delta_{cd}$, and the last parts give $+\tfrac4{75}\delta_{ab}\delta_{cd}$. After multiplication by $\tfrac32F^2=\tfrac{75}{2}F_2$,

$$(ab|cd)=(F_0-2F_2)\,\delta_{ab}\delta_{cd}+3F_2(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).$$

Here $ab$ belongs to one electron and $cd$ to the other. Hence $J_{aa}=F_0+4F_2$, and for $a\ne b$, $J_{ab}=F_0-2F_2$ and $K_{ab}=3F_2$.

To count the terms, take $M_S=\tfrac12$. There are one, two and three determinants with $M_L=2,1,0$, which is one D, one P and one S. The S belongs to the quartet, since three parallel spins must occupy $x,y,z$ once each. The quartet energy is

$$3(J_{xy}-K_{xy})=3F_0-15F_2 .$$

For the doublets consider $|x\bar xz|$ and $|y\bar yz|$, a bar denoting spin down. Each has diagonal energy

$$J_{xx}+2J_{xz}-K_{xz}=3F_0+(4-4-3)F_2=3F_0-3F_2,$$

and they are coupled by $(xy|xy)=3F_2$. Their sum has energy $3F_0$ and their difference $3F_0-6F_2$. The sum is a $z$ electron added to the pair $\sum_a a\bar a$ (the term $a=z$ drops out by the Pauli principle). That pair is unchanged by rotations, so the sum is a component of ²P. The difference is orthogonal to all components of ²P and to ⁴S, in which every orbital is singly occupied. It therefore belongs to ²D. Relative to $3F_0$, the term energies of ⁴S, ²D and ²P are $-15F_2$, $-6F_2$ and $0$.

### Spin-orbit couplings

The operator is a vector in orbital space, so it cannot connect ⁴S ($L=0$) with ²D ($L=2$). For ⁴S–²P use orbitals $+,0,-$ with $m_l=1,0,-1$. In standard phases the invariant pair is $0\bar0-{+}\bar-\,-\,{-}\bar+$. Adding a spin-up electron in $+$ gives

$$|{}^2P_{3/2},M=\tfrac32\rangle=\tfrac1{\sqrt2}\left(|0\,\bar0\,+|-|-\,\bar+\,+|\right).$$

To reach $|{}^4S,M=\tfrac32\rangle=|+\,0\,-|$ the down spin must be raised, which is done by $\tfrac12 l_-s_+$. Since $l_-|0\rangle=\sqrt2\,|-\rangle$ and $l_-|+\rangle=\sqrt2\,|0\rangle$, the result is

$$\tfrac1{\sqrt2}\cdot\tfrac1{\sqrt2}\left(|0\,-\,+|-|-\,0\,+|\right)=\tfrac12(1+1)\,|+\,0\,-|.$$

The first determinant is an even reordering and the second an odd one. The coupling is $\zeta$.

Call the ²D–²P coupling $b$. At $F_2=0$ the $J=\tfrac32$ eigenvalues are $-\tfrac32\zeta,0,\tfrac32\zeta$, whose squares add up to $\tfrac92\zeta^2$. The sum of squared eigenvalues equals the sum of all squared matrix elements, $2(\zeta^2+b^2)$. Thus $b^2=\tfrac54\zeta^2$, and the phase of ²D can be chosen to make $b$ positive.

The levels $J=\tfrac52$ and $J=\tfrac12$ stay at $-6F_2$ and $0$. In the order ⁴S, ²D, ²P,

$$H_{3/2}=\begin{pmatrix}-15F_2&0&\zeta\\0&-6F_2&\frac{\sqrt5}{2}\zeta\\ \zeta&\frac{\sqrt5}{2}\zeta&0\end{pmatrix}.$$

### Roots and limits

Eliminating the ⁴S and ²D amplitudes from the eigenvalue equations gives

$$E=\frac{\zeta^2}{E+15F_2}+\frac{5\zeta^2/4}{E+6F_2}.$$

Clear the denominators and set $x=E/F_2$, $t=\zeta^2/F_2^2$. The right side is $t[(x+6)+\tfrac54(x+15)]$, so

$$x(x+6)(x+15)=\tfrac94\,t\,(x+11).$$

Only $\zeta^2$ appears. To first order in $t$, a root $x_0$ moves by $\tfrac94t(x_0+11)$ divided by the slope of the left side at $x_0$. The slopes at $0,-6,-15$ are $6\cdot15=90$, $(-6)(9)=-54$ and $(-15)(-9)=135$. The shifts are

$$\delta E({}^2P_{3/2})=\frac{11\zeta^2}{40F_2},\quad \delta E({}^2D_{3/2})=-\frac{5\zeta^2}{24F_2},\quad \delta E({}^4S)=-\frac{\zeta^2}{15F_2}.$$

They add up to zero, as the fixed trace requires. Since the partners do not move,

$$E({}^2D_{5/2})-E({}^2D_{3/2})\simeq\frac{5\zeta^2}{24F_2},\qquad E({}^2P_{3/2})-E({}^2P_{1/2})\simeq\frac{11\zeta^2}{40F_2}.$$

For $\zeta\gg F_2$ write the cubic as

$$E^3+21F_2E^2+\left(90F_2^2-\tfrac94\zeta^2\right)E-\tfrac{99}4\zeta^2F_2=0 .$$

The small root follows from the last two terms: $E\simeq-11F_2$. For the outer roots put $E=\pm\tfrac32\zeta+\delta$. The terms linear in $\delta$ and $F_2$ give $\tfrac92\zeta^2\delta+(\tfrac{189}4-\tfrac{99}4)\zeta^2F_2=0$, so $\delta=-5F_2$. If the LS labels are kept in order of energy, the ²D splitting saturates at $-6F_2+11F_2=5F_2$, while the ²P splitting grows as $\tfrac32\zeta-5F_2$.

The ground level also changes character. At $F_2=0$ and $E=-\tfrac32\zeta$ its amplitudes are in the ratio $-\tfrac23:-\tfrac{\sqrt5}3:1$. The squares add up to 2, so the ⁴S weight is $\tfrac49/2=\tfrac29$.

## Comparison of the two

For $F_2=1000$ and $\zeta=500$ cm⁻¹ the exact splittings are 51.40 cm⁻¹ for ²D and 68.09 cm⁻¹ for ²P. The second-order formulas give 52.08 and 68.75 cm⁻¹, about 1% too large. The scaling estimate had the right power law, and its range contains both values. The ²D–²P gap supplies $g=6$. The squared coupling $\tfrac54\zeta^2$ turns $1/6$ into $5/24$, and repulsion from ⁴S adds $1/15$ for ²P.

### The fit

The model reads $E_i=E_0+F_2x_i(t)$, with $x_i$ the three roots of the cubic, $-6$ and $0$. For given $t$ this is a straight-line fit,

$$F_2=\frac{\sum_i(x_i-\bar x)(E_i-\bar E)}{\sum_i(x_i-\bar x)^2},\qquad E_0=\bar E-F_2\bar x,$$

and $t$ is varied to minimize the squared misfit. Five equally weighted levels determine three parameters. An independent value, $\zeta_{\rm orb}=\tfrac23(\varepsilon_{3/2}-\varepsilon_{1/2})$, follows from the orbital energies, since $\mathbf l\cdot\mathbf s$ differs by $\tfrac32$ between them. In cm⁻¹:

| | $F_2$ | $\zeta$ fit | $\zeta_{\rm orb}$ | rms misfit |
|---|---|---|---|---|
| N | 2515 | 167 | 102 | 1.1 |
| P | 1681 | 365 | 303 | 4.9 |
| As | 1597 | 1464 | 1529 | 25 |
| Sb | 1417 | 3211 | 3459 | 50 |
| Bi | 1268 | 10521 | 11311 | 172 |

### Where the model fails for light atoms

The small misfit for nitrogen is deceptive: the fitted $\zeta$ exceeds the orbital value by 63%. At leading order the model fixes the ratio of the ²P to the ²D splitting at $(11/40)/(5/24)=1.32$, whatever $\zeta$ is. The nitrogen data have $5.41/2.10=2.6$. The fit compromises with 3.04 and 2.30 cm⁻¹.

The cause can be isolated by averaging the computed Hamiltonian over pure LS states of given $J$. This leaves a ²D splitting of 1.50 cm⁻¹ in first order. Coupling to ²P adds 0.60 cm⁻¹, and the sum is the full 2.10 cm⁻¹. This is less than $5\zeta_{\rm orb}^2/24F_2=0.86$ cm⁻¹: the ²D–²P and ⁴S–²P elements of the computed Hamiltonian both correspond to $\zeta=85$ cm⁻¹, not 102. With a common radial function the two values would coincide.

A one-body energy depending on $j$ is a constant plus a multiple of $\mathbf l\cdot\mathbf s$, and its diagonal splitting was shown to vanish. Coulomb repulsion with a common radial function does not act on spin. The first-order part must therefore come from the different p$_{1/2}$ and p$_{3/2}$ radial functions in the Coulomb integrals, which act as an effective two-body spin-dependent interaction. Two pieces compete. In nitrogen the small components, built on a common large component, give the two-electron spin-same-orbit term, $-1.05$ cm⁻¹ for ²D, while the difference between the two large components gives $+2.56$ cm⁻¹. The statement that ²D and ²P split only in second order thus belongs to the one-body operator in $H$.

The first-order share of the ²D splitting is 72% in N, 43% in P, 11% in As and 3% in Sb. In Bi it is $-157$ of 4780 cm⁻¹. For ²P it falls from 85% in N to 8% in Bi. The omitted Breit interaction also contains two-body spin-dependent terms, which this argument does not exclude from first order. The nitrogen splittings above are therefore no prediction for the real atom, and for ²D the sign is not reliable: the spin-other-orbit term, evaluated in first order with a common 2p function, contributes about $-12$ cm⁻¹ to the ²D splitting and outweighs the 2.10 cm⁻¹.

### Where second order fails for heavy atoms

With the fitted parameters of arsenic the second-order ²D splitting is

$$\frac{5\times2.1443\times10^6}{24\times1597.31}=280\ \text{cm}^{-1},$$

against 268 cm⁻¹ from the full fitted matrix. For antimony the pair is 1516 and 1215 cm⁻¹. For bismuth it is 18186 and 4767 cm⁻¹, so the expansion is useless there, although the matrix still reproduces the overall pattern.

Bismuth has $\zeta/F_2=8.3$ and is not at the other limit either. The saturation value $5F_2=6341$ cm⁻¹ is 33% above the fitted ²D splitting. The computed ⁴S weight of its ground level is 0.71, between 1 for pure LS coupling and $\tfrac29$ for $F_2=0$; the fitted model gives 0.66. In nitrogen it is 0.99999.

The rms misfit for bismuth is 0.5% of the 36342 cm⁻¹ spanned by the levels, but single intervals fare worse: the fitted ²D$_{3/2}$ lies 424 cm⁻¹, or 3.4%, too high above the ground level. For As, Sb and Bi the fitted $\zeta$ lies below $\zeta_{\rm orb}$ by 4.2%, 7.2% and 7.0% of $\zeta_{\rm orb}$, and above the value implied by the computed ⁴S–²P and ²D–²P couplings (1350, 3090 and 10190 cm⁻¹) by 8.5%, 3.9% and 3.2%, so there it can be read as a spin-orbit parameter to within about 10%. For nitrogen and phosphorus it cannot: the fit exceeds the couplings (85 and 266 cm⁻¹) by 96% and 37%. The same quantities with more digits are in the numerical output below.

## Computed values

```
couplings/zeta: 4S-2P 1.000000, 2D-2P 1.118034, 4S-2D 0.000000
2D split F2/zeta^2, small zeta: 0.20833
2P split F2/zeta^2, small zeta: 0.27500
4S shift F2/zeta^2, small zeta: -0.06667
Round case: F2 = 1000, zeta = 500 cm^-1
 J=3/2 levels: -15016.69, -6051.40, 68.09 cm^-1
 2D split exact 51.40, 2nd order 52.08 cm^-1
 2P split exact 68.09, 2nd order 68.75 cm^-1
Atoms: level order 2D3/2, 2D5/2, 2P1/2, 2P3/2 above 4S3/2, cm^-1
N: fit F2 2515.18 cm^-1, zeta^2 27795 cm^-2
 zeta: fit 166.7, orbital 102.1 cm^-1
 computed 22636.92 22639.02 37727.52 37732.93
 fitted   22635.10 22637.40 37728.51 37731.55
 rms misfit 1.086 cm^-1, 4S weight 0.99999
 2D split 2.102, first-order part 1.503 cm^-1
 2P split 5.411, first-order part 4.620 cm^-1
 N 2D split, second-order part 0.599 cm^-1
P: fit F2 1680.79 cm^-1, zeta^2 1.3327e+05 cm^-2
 zeta: fit 365.1, orbital 303.3 cm^-1
 computed 15124.24 15139.64 25212.65 25245.22
 fitted   15115.95 15132.43 25217.19 25238.96
 rms misfit 4.925 cm^-1, 4S weight 0.99989
 2D split 15.403, first-order part 6.681 cm^-1
 2P split 32.578, first-order part 21.059 cm^-1
As: fit F2 1597.31 cm^-1, zeta^2 2.1443e+06 cm^-2
 zeta: fit 1464.3, orbital 1529.2 cm^-1
 computed 14241.49 14497.23 24025.41 24439.66
 fitted   14197.67 14465.61 24049.45 24407.23
 rms misfit 25.073 cm^-1, 4S weight 0.99681
 2D split 255.744, first-order part 28.435 cm^-1
 2P split 414.249, first-order part 111.033 cm^-1
Sb: fit F2 1417.21 cm^-1, zeta^2 1.0311e+07 cm^-2
 zeta: fit 3211.0, orbital 3458.5 cm^-1
 computed 12132.17 13295.69 21707.55 23528.34
 fitted   12036.42 13251.01 21754.26 23464.99
 rms misfit 49.851 cm^-1, 4S weight 0.97776
 2D split 1163.521, first-order part 37.084 cm^-1
 2P split 1820.795, first-order part 242.880 cm^-1
Bi: fit F2 1268.13 cm^-1, zeta^2 1.107e+08 cm^-2
 zeta: fit 10521.3, orbital 11311.4 cm^-1
 computed 12537.09 17316.63 25144.59 36342.34
 fitted   12961.05 17727.56 25336.32 36417.26
 rms misfit 172.223 cm^-1, 4S weight 0.71220
 2D split 4779.541, first-order part -157.068 cm^-1
 2P split 11197.749, first-order part 854.408 cm^-1
```
